Multiloop flow from the parquet equations, and what one loop keeps

Q: You claim that the parquet equations can be turned into a flow in a cutoff. Before I believe any sign, what are the conventions?

A: Take finitely many fermionic modes, each index standing for spin, orbital and Matsubara frequency together, with repeated indices summed. The weight is exp(−𝒮), with

−𝒮 = c̄_{1'}(G0⁻¹)_{1'1}c_1 + ¼Γ0_{1'2';12} c̄_{1'}c̄_{2'}c_2c_1

and Γ0 antisymmetric in its primed and in its unprimed pair. Define G_{11'} = −⟨c_1c̄_{1'}⟩, G⁻¹ = G0⁻¹ − Σ, and the full vertex Γ by

⟨c_xc_yc̄_{y'}c̄_{x'}⟩ = G_{xx'}G_{yy'} − G_{xy'}G_{yx'} + G_{x1'}G_{y2'}Γ_{1'2';12}G_{1x'}G_{2y'}

At first order Γ = Γ0: the four equivalent contractions cancel the ¼, and the two crossed pairings c_xc_yc̄_{1'}c̄_{2'} and c_2c_1c̄_{y'}c̄_{x'} each give −1. The cutoff parameter s sits in G0 alone, and a dot means d/ds. Units are Hartree atomic units. "Order n" counts factors of Γ0.

Q: The bubbles carry a ½ and a minus sign. Where do they come from?

A: From ½V², V being the quartic term, with two lines joining the two factors. Contract c_4c_3 of one V with c̄_{3'}c̄_{4'} of the other. The two pairings are equal by antisymmetry, and either V may supply the c's, so the prefactor is ½·2·(1/16)·2 = ¼·½. The second-order vertex therefore contains ½Γ0_{1'2';34}G_{33'}G_{44'}Γ0_{3'4';12}.

Now let each V give one c̄ and one c. Four choices per vertex cancel its ¼, and V acts as Γ0_{1'b';1b}(c̄_{1'}c_1)(c̄_{b'}c_b). Contracting (c̄_{b'}c_b)(c̄_{e'}c_e) gives (−G_{be'})(+G_{eb'}). The result is −½W_{1'2';12}c̄_{1'}c̄_{2'}c_2c_1 with W_{1'2';12} = Γ0_{1'b';1b}G_{be'}G_{eb'}Γ0_{2'e';2e}. Antisymmetrizing, with W_{2'1';21} = W_{1'2';12}, and dividing by ¼ gives −W_{1'2';12} + W_{1'2';21}. Reordering indices with the antisymmetry of Γ0, the three terms define three products:

(AΠ_aB)_{1'2';12} = A_{1'4';32}G_{33'}G_{44'}B_{3'2';14}
(AΠ_pB)_{1'2';12} = ½A_{1'2';34}G_{33'}G_{44'}B_{3'4';12}
(AΠ_tB)_{1'2';12} = −A_{4'2';32}G_{33'}G_{44'}B_{1'3';14}

Each is a matrix product, hence associative. Rows and columns are (1',2) and (2',1) in channel a, (1',2') and (1,2) in p, (2',2) and (1',1) in t. The ½ and the minus sign are part of Π_p and Π_t.

Q: And the equations to be differentiated?

A: Given Γ, define the r-irreducible vertex I_r and the r-reducible part γ_r by the Bethe–Salpeter equation, and R as the remainder:

γ_r = I_rΠ_rΓ,  I_r = Γ − γ_r,  Γ = R + γ_a + γ_p + γ_t

Hence I_r = R + γ_r̄, where γ_r̄ is the sum over the two channels other than r. With the loop L(A,X)_{1'1} = −A_{1'2';12}X_{22'}, the Schwinger–Dyson equation closes the set. The Grassmann integral of ∂/∂c̄_{1'}[c̄_{x'}exp(−𝒮)] vanishes, which gives

δ_{1'x'} = (G0⁻¹G)_{1'x'} + ½Γ0_{1'2';34}⟨c_3c_4c̄_{2'}c̄_{x'}⟩

Since G0⁻¹G = 1 + ΣG, the product ΣG equals minus the last term. The two disconnected pieces are equal by antisymmetry and cancel the ½. Removing the common G_{1x'},

Σ = L(Γ0,G) + L(Γ0Π_pΓ,G)

The parquet approximation (PA) sets R = Γ0, so Ṙ = 0. In diagrams R collects what no cut of two lines separates into two parts with two external legs each. A vertex carrying two external legs hangs on two internal lines and can be cut off, so beyond Γ0 each vertex of R carries at most one leg, which needs four vertices. PA thus misses Γ at order 4 (the envelope diagram) and, because Σ has one more Γ0, misses Σ at order 5. For a random four-mode model the numerical check compares PA with direct Berezin integration and finds exponents 4.01 and 4.99.

I assume that 1 − I_rΠ_r is invertible and that the solution is differentiable in s and crossing symmetric. With X swapping the primed and Y the unprimed pair, that means XΓ = YΓ = −Γ, the same for γ_p, and γ_t = −Xγ_a = −Yγ_a. This is consistent with the products, since relabelling shows AΠ_tB = −X[(XA)Π_a(XB)] and BΠ_tA = −Y[(YA)Π_a(YB)].

Q: Differentiating γ = IΠΓ gives Γ̇ on the right. That is not a flow in terms of full vertices.

A: The Γ̇ can be solved for. Drop the label r. From (1 − IΠ)Γ = I,

(1 + ΓΠ)(1 − IΠ) = 1 + (Γ − I − ΓΠI)Π

Also Γ = (1 − IΠ)⁻¹I = I(1 − ΠI)⁻¹, because (1 − IΠ)I = I(1 − ΠI). So Γ = I + ΓΠI, the bracket vanishes, and

γ = IΠΓ = ΓΠI,  (1 − IΠ)⁻¹ = 1 + ΓΠ,  (1 − ΠI)⁻¹ = 1 + ΠΓ

where the last follows by the mirrored argument. Differentiate Γ = I + IΠΓ and collect Γ̇ on the left:

(1 − IΠ)Γ̇ = İ(1 + ΠΓ) + IΠ̇Γ

Multiply by 1 + ΓΠ and use (1 + ΓΠ)I = Γ:

Γ̇ = (1 + ΓΠ)İ(1 + ΠΓ) + ΓΠ̇Γ

Subtracting İ,

γ̇_r = ΓΠ̇_rΓ + İ_rΠ_rΓ + ΓΠ_rİ_rΠ_rΓ + ΓΠ_rİ_r,  İ_r = Ṙ + γ̇_r̄   (1)

The terms are called one-loop, left, centre (C_r) and right. The undifferentiated I_r has disappeared. For Ṙ = 0, (1) is a linear system for the three γ̇_r with source ΓΠ̇_rΓ.

Q: A linear system is not a loop expansion. Why does the centre term skip an order?

A: Sort by the number of full vertices. The source has two. Left and right add one Γ to İ, and the centre adds two. Calling the term with ℓ + 1 vertices the ℓ-loop term,

γ̇_r⁽¹⁾ = ΓΠ̇_rΓ
γ̇_r^(ℓ) = γ̇_r̄^(ℓ−1)Π_rΓ + ΓΠ_rγ̇_r̄^(ℓ−2)Π_rΓ + ΓΠ_rγ̇_r̄^(ℓ−1),  ℓ ≥ 2   (2)

with γ̇^(0) = 0, so the centre starts at ℓ = 3. Summing (2) over ℓ reproduces (1) term by term if the series converges. The ℓ-loop term starts at order ℓ + 1, so stopping at ℓ leaves an error of order ℓ + 2 unless that term cancels. In the random model the terms ℓ = 1 to 4 scale with exponents 1.99, 2.98, 3.97, 4.95 and the truncation errors with 2.98, 3.99, 4.96, 5.94. There the reference derivative comes from solving PA at a complex cutoff, and both (1) and the sum of (2) match it at the 10⁻¹⁶ level relative to γ̇_r.

Q: In the flow equations I know, the differentiated line is the single-scale propagator. What is in your Π̇?

A: The full Ġ, on either of the two lines. Write G = (1 − G0Σ)⁻¹G0. At fixed Σ, Ġ = −G(∂_sG0⁻¹)G = GG0⁻¹Ġ0G0⁻¹G, and varying Σ adds GΣ̇G:

Ġ = S + GΣ̇G,  S = (1 − G0Σ)⁻¹Ġ0(1 − ΣG0)⁻¹

This form of S stays finite where G0 vanishes. Replacing S by Ġ is the Katanin substitution, which here is simply what the derivative of Π contains. If it is omitted, the source lacks ΓGΣ̇G·GΓ, of order 3 whenever the first-order Σ̇ is nonzero, and no number of loops restores it. The check finds exponent 3.00 for this error with all loops summed.

Q: Then you need Σ̇. Is it not just L(Γ,S)?

A: In the theory without truncation it is. Differentiate G_{xx'} through the weight, using c_xc̄_{x'}c̄_ac_b = −c_xc_bc̄_ac̄_{x'}. The derivative of the normalization removes the term G_{xx'}G_{ba}, leaving

Ġ_{xx'} = [−G_{xa}G_{bx'} + G_{x1'}G_{b2'}Γ_{1'2';12}G_{1x'}G_{2a}](∂_sG0⁻¹)_{ab} = S + G L(Γ,S) G

so Σ̇ = L(Γ,S). In PA the vertex lacks the envelope and this argument does not apply. One has to differentiate the Schwinger–Dyson equation itself.

Define, for three lines x, z, y,

T(A,B)_{1'1} = −A_{1'b';cd} x_{cc'} z_{dd'} B_{c'd';1b} y_{bb'}

with all lines G unless a subscript marks the one replaced by Ġ. In L(AΠ_pB,G) the bubble lines are x, z and the closing line is y. In L(AΠ_aB,G), setting c = 3, b = 4, d = 2, the bubble lines are x, y and the closing line is z. So L(AΠ_aB,G) = T and L(AΠ_pB,G) = ½T for any A, B. With Γ0 = R and Ṙ = 0,

Σ̇ = L(R,Ġ) + ½(T_x + T_y + T_z)(R,Γ) + ½T(R,Γ̇)   (3)

Renaming c↔d and c'↔d' exchanges x and z, applies Y to A and applies X to B. For B = Γ or Γ̇ this gives T_x(γ_a,Γ) = T_z(γ_t,Γ), T_y(γ_a,Γ) = T_y(γ_t,Γ), T(γ_a,Γ̇) = T(γ_t,Γ̇), and T_x = T_z for A = R or γ_p. For A = Γ it gives T(Γ,γ̇_a) = T(Γ,γ̇_t).

The product rule on γ = IΠΓ gives İΠΓ = γ̇ − IΠ̇Γ − IΠΓ̇. Multiplying by ΓΠ and using ΓΠI = γ,

C_r = ΓΠ_rγ̇_r − γ_rΠ̇_rΓ − γ_rΠ_rΓ̇

Close the a and p versions with G:

L(C_a,G) = T(Γ,γ̇_a) − (T_x + T_y)(γ_a,Γ) − T(γ_a,Γ̇)
L(C_p,G) = ½T(Γ,γ̇_p) − ½(T_x + T_z)(γ_p,Γ) − ½T(γ_p,Γ̇)

The first terms add to ½T(Γ, γ̇_a + γ̇_t + γ̇_p) = ½T(Γ,Γ̇). The last terms add to −½T(Γ − R,Γ̇). Together they leave ½T(R,Γ̇), the last term of (3). Next, I_t = R + γ_p + γ_a, and closing with Ġ marks the closing line:

L(I_t,Ġ) = L(R,Ġ) + ½T_y(I_p,Γ) + T_z(I_a,Γ)

Add this to L(C_a + C_p,G) and compare line by line, the second argument being Γ. The y terms are ½T_y(R + γ_a + γ_t) − T_y(γ_a) = ½T_y(R). The x and z terms are T_z(R + γ_p + γ_t) − T_z(γ_p) − T_z(γ_t) = T_z(R) = ½(T_x + T_z)(R). All of (3) is reproduced:

Σ̇ = L(I_t,Ġ) + Σ̇_t̄,  Σ̇_t̄ = L(C_a + C_p,G)

Q: That still contains I_t, which the flow does not carry, and Σ̇ on both sides.

A: Both go by the same inversion. In channel t a matrix X_{22'} is a row vector x with index (2',2), and L(A,X) = −xA. A self-energy is a row vector σ with index (1',1). Since Π_t = −G_{33'}G_{44'}, the vector of GΣG is −σΠ_t, so L(A,GΣG) = σΠ_tA. Calling the vector of S by u, the equation reads σ̇(1 − Π_tI_t) = −uI_t + σ̇_t̄. Multiply from the right by 1 + Π_tΓ and use I_t(1 + Π_tΓ) = Γ:

Σ̇ = L(Γ,S) + Σ̇_t̄ + L(Γ, GΣ̇_t̄G)   (4)

C starts at three loops, so Σ̇_t̄ is of order 4 and the last term of order 5. Since C depends on Σ̇ through Π̇, (2) and (4) are iterated together. The origin of Σ̇_t̄ follows from two earlier facts. The untruncated flow is L(Γ_full,S), and Σ_PA agrees with the full Σ through order 4. Comparing with (4),

Σ̇_t̄ = L(Γ_full − Γ_PA, S) + O(order 5)

At order 4 it replaces the closed envelope diagram. The check gives exponents 3.99 for Σ̇_t̄ and 4.97 for the difference. At the coupling g = 0.015 of the random model, L(Γ,S) alone errs by 1.1×10⁻⁴ relative to Σ̇, and (4) by 2×10⁻¹⁶.

Q: Now the claim I doubt most. Does one loop really keep just part of the derivative of each diagram? A ladder looks complete to me.

A: It is complete, and "each" has to be narrowed. Setting İ = 0 in (1) shows that ΓΠ̇_rΓ is the derivative of γ_r at fixed I_r, which is tested separately in the numerical check. Expand

γ_r = Σ_{k≥2} I_rΠ_rI_r…Π_rI_r  (k factors I_r)

A diagram of γ_r drawn with full lines and n bare vertices has (4n − 4)/2 = 2(n − 1) internal lines. If it is a chain of k irreducible blocks, 2(k − 1) of these lie in the outer bubbles Π_r and the rest lie inside the blocks. The one-loop term differentiates the outer lines and treats the blocks as constants. The two counts agree for k = n, when every block is Γ0, which is the single-channel ladder. For given lines the integrated one-loop flow then also gives ladders their full weight, by induction, since the vertices on either side of Π̇_r are shorter ladders. Any diagram with k < n has a block built from another channel, and the derivatives of the lines in that block are missing. The correct statement is that one loop gives the whole derivative of ladders and part of the derivative of every diagram with nested channels.

The first case is n = 3, k = 2. With γ⁽²⁾_r = Γ0Π_rΓ0 the nested diagrams are

D = Σ_r [γ⁽²⁾_r̄Π_rΓ0 + Γ0Π_rγ⁽²⁾_r̄]

In Ḋ, the part with Π̇_r comes from ΓΠ̇_rΓ, with one Γ at second order. The part with the derivative of γ⁽²⁾_r̄ is the lowest order of the two-loop term in (2).

Q: A missing part of a derivative could be harmless. Why should the final answer care?

A: Because the kept part is not a total derivative. Schematically D = Π_inΠ_out, and one loop accumulates ∫Π_in dΠ_out along the path that the regulator traces from Π = 0 to the physical Π. That integral depends on the path, whereas ∫(Π_in dΠ_out + Π_out dΠ_in) depends on the end points alone. For the uniform regulator G0 → sG0 with bare lines, both bubbles scale as s², and the one-loop weight is ∫₀¹ s²·2s ds = ½. In the schematic formula the weight is 1 if the outer bubble switches on after the inner one is complete, and 0 in the reverse order. A regulator on G0 does not in general reach these limits, because inner and outer lines run over the same modes. For the p-in-a diagram of the box model below, switching on the lines at 3πT before those at πT gives 0.77, and the reverse order gives 0.07.

For the summed series the argument is general. On the PA solution at cutoff s, the right side of (2) and (4) equals the derivative of that solution. The PA trajectory therefore solves the flow equation. It starts from Γ = Γ0, Σ = 0 where G0 = 0, and if the flow has a unique solution it ends on PA for any regulator.

Q: Show me numbers.

A: Take a particle-hole symmetric Anderson level with round parameters, G0(iν) = 1/(iν + iΔ sgn ν), Δ = 0.010 Ha, U = 0.015 Ha, T = 0.002 Ha, and keep ν = ±πT, ±3πT with πT = 0.006283 Ha. The box defines a finite model with eight modes; it leaves out all higher frequencies and is not the impurity model in the limit of a large box. The shift is not small. At second order in U, extending the sums to 800 frequencies of each sign changes UTΣ|G0|² from 0.298 to 0.432, the correction U_eff − U defined below from 4.26×10⁻³ to 3.79×10⁻³ Ha, and Im Σ(iπT) from −6.71×10⁻⁴ to −5.98×10⁻⁴ Ha. The numbers that follow therefore describe the box only. With c(τ) = T^{1/2}Σc_νe^{−iντ}, the term U∫n↑n↓dτ in 𝒮 gives Γ0_{↑↓;↑↓} = −UT for conserved frequency. G0 is odd in ν, so the first-order Σ vanishes. I quote U_eff = −Γ_{↑↓;↑↓}/T with all four frequencies πT, and Im Σ(iπT). The regulators multiply G0 by θ = s, or by θ = sν²/(sν² + 3(πT)²(1 − s)), which is θ₁ = s/(3 − 2s) at |ν| = πT and θ₃ = 3s/(1 + 2s) at 3πT.

Write G0 = −i g sgn ν, with g₁ = 61.413 and g₃ = 34.663 Ha⁻¹, so g₁² = 3771.56, g₃² = 1201.49, g₁g₃ = 2128.73 Ha⁻² (from the unrounded g₁, g₃). The dimensionless coupling is UT·2(g₁² + g₃²) = 0.2984.

Take the diagram γ⁽²⁾_pΠ_aΓ0, p nested in a. The outer Γ0 forces index 3 = (↑,ν), 4 = (↓,ν), so the outer lines give G0(ν)² = −g(ν)². The inner bubble is U²T²P(ω) with P(ω) = Σ_{ν'}G0(ν')G0(ω − ν') and ω = πT + ν, the two spin orderings cancelling the ½. Equal signs of the two frequencies give −gg and opposite signs +gg, so in the box

P(0) = 2(g₁² + g₃²) = 9946.1,  P(±2πT) = 2g₁g₃ − g₁² = 485.9,  P(4πT) = −2g₁g₃ = −4257.5

in Ha⁻². The factors U²T², −UT, −1/T and the sign of −g² combine to −U³T² = −1.35×10⁻¹¹ Ha⁵. The frequencies ν = ±πT give ω = 2πT and 0, and ν = ±3πT give ω = 4πT and −2πT:

−1.35×10⁻¹¹ × [3771.6(485.9 + 9946.1) + 1201.5(−4257.5 + 485.9)] = −1.35×10⁻¹¹ × 3.481×10⁷ = −4.70×10⁻⁴ Ha

in agreement with the computed −4.700×10⁻⁴ Ha. Its one-loop weight is 0.500 for the uniform and 0.702 for the frequency regulator. The direction follows from θ₃ > θ₁ for 0 < s < 1. With the regulator the first bracket has inner factor g₁²θ₁² + 2g₃²θ₃² + 2g₁g₃θ₁θ₃ and outer factor θ₁². The first piece has weight ∫θ₁²d(θ₁²) = ½, and the other two have more than ½ because their integrands are larger. The second bracket has inner factor −g₁²θ₁² and outer factor θ₃², with weight below ½, and a negative term that is undercounted raises the ratio too.

All nested diagrams together contribute −9.23×10⁻⁴ Ha to U_eff. One loop keeps the fractions 0.500 and 0.880 of this sum, and the missing parts are −4.61×10⁻⁴ and −1.107×10⁻⁴ Ha. As an independent test, PA minus the integrated one-loop flow was computed at U = ±0.001 Ha. The part odd in U, which has no fourth order, was scaled by (0.015/0.001)³ and gave −4.61×10⁻⁴ and −1.101×10⁻⁴ Ha.

Q: And beyond third order, at the actual coupling?

A: Iterating PA directly gives U_eff = 0.015 + 0.0053859 + 0.0009751 − 0.0000005 ≈ 0.02136 Ha = 0.581 eV from the bare, a, p and t parts, and Im Σ = −6.813×10⁻⁴ Ha = −0.01854 eV.

At s = 1 with the frequency regulator, the loop terms of dU_eff/ds are, in 10⁻² Ha, 4.266, 0.696, −0.105, −0.227, −0.143, −0.045. Their sum is 4.441, the sum of 28 loops is 4.4456, and the finite difference of PA solutions is 4.4456. One loop alone is low by 4.0% of the total, and two loops, at 4.962, are high by 11.6%. For this element the second loop makes the local derivative worse, and the terms neither keep their sign nor shrink steadily at first. The power counting is a statement about small coupling and does not order the terms of this element at coupling 0.30. The norms of the same six terms over all elements do fall steadily, as 1, 0.20, 0.058, 0.036, 0.023, 0.008 relative to the first.

The integrated flows give the following, the error being the norm of Γ − Γ_PA over all elements relative to the norm of Γ_PA − Γ0. All rows use Ġ = S + GΣ̇G in Π̇, with Σ̇ = L(Γ,S) for ℓ ≤ 2 and (4) with the centre terms up to ℓ loops for ℓ ≥ 3. The truncated rows depend on this choice: with S alone in Π̇ the one-loop flows give U_eff = 0.02200 and 0.02152 Ha and Im Σ = −6.78×10⁻⁴ and −6.73×10⁻⁴ Ha.

ℓ: U_eff uniform, error; U_eff frequency, error
1: 0.02161 Ha, 8.0%; 0.02118 Ha, 7.3%
2: 0.02174 Ha, 2.5%; 0.02159 Ha, 1.8%
3: 0.02155 Ha, 1.4%; 0.02152 Ha, 1.2%
4: 0.02143 Ha, 0.60%; 0.02142 Ha, 0.53%
summed: 0.02136 Ha, 4×10⁻⁷; 0.02136 Ha, 2×10⁻⁵

The norm error falls with each loop here. The two regulators differ by 3.0×10⁻² in this norm at one loop and by 1.7×10⁻⁵ when summed, inside the tolerance 10⁻⁴ set for a 20-step Runge–Kutta integration. Im Σ at one loop is −6.66×10⁻⁴ and −6.62×10⁻⁴ Ha, and both summed flows give −6.813×10⁻⁴ Ha.

The third-order estimate does not carry over to this coupling. It predicts one loop above PA by 4.6×10⁻⁴ and 1.1×10⁻⁴ Ha. The flows give 0.0216083 − 0.0213604 = +2.5×10⁻⁴ Ha and 0.0211842 − 0.0213604 = −1.8×10⁻⁴ Ha. The sign is reversed for the frequency regulator, so terms of fourth and higher order outweigh the third-order deficit in this element.

Q: The Berezin integral of the box model gives U_eff = 0.02158 Ha. Your uniform one-loop value, 0.02161 Ha, is closer to it than PA is. Does that not defeat the purpose?

A: It shows what the summed flow does and does not deliver. It reproduces PA, and PA lacks every term of R beyond Γ0, from the envelope on. In the element U_eff of the box the envelope on bare lines vanishes, though it does not in other elements, so here the gap starts no earlier than order 5. PA lies 0.0215787 − 0.0213604 = 2.2×10⁻⁴ Ha below the Berezin value, which is 3.4% of the PA correction U_eff − U. The uniform one-loop flow errs upward from PA by about the same amount in this element. The same truncation with the other regulator lands 3.9×10⁻⁴ Ha below the Berezin value, farther off than PA, so the agreement is a property of one regulator and not of the truncation. For Im Σ the Berezin value is −6.848×10⁻⁴ Ha; PA differs by 0.5% of it and the two one-loop flows by about 3%. For U_eff at small U the ranking is fixed by the derivation, since one loop errs at order 3 and PA, in this element, no earlier than order 5.

Q: Where does the construction break?

A: At each assumption in turn. If 1 − I_rΠ_r becomes singular, Γ = (1 − I_rΠ_r)⁻¹I_r diverges in channel r and the flow cannot pass that scale; the examples above do not reach such a scale, so this case is argued and not shown. Differentiability in s was also assumed: where (1) and (4), read as a linear system for γ̇_r and Σ̇, become singular, the derivative is no longer fixed by them. If the linear system (1) is solvable but the series (2) does not converge, (1) still holds and has to be solved by other means. Convergence was observed in the two models above at the stated couplings and not proved. In the box model at s = 1 the high-order terms of (2) shrink by a factor of about 0.43 per loop at U = 0.015 Ha and 0.8 at U = 0.025 Ha, and they grow by about 1.3 per loop at U = 0.05 Ha, where damped iteration still solves PA. If PA has several solutions, the flow follows the one connected to Γ0. If R depends on s, through a cutoff in the interaction or an R beyond Γ0, the term Ṙ in İ_r is an additional source in (1), and (3) and (4) must be rederived, because they used both Ṙ = 0 and R = Γ0. Finally, (4) rests on T being the same sum whether it is closed through channel a or p, and on crossing symmetry. A parametrization of the vertex that approximates the channels differently spoils those relabellings, and the equality of (4) with the differentiated Schwinger–Dyson equation is then no longer guaranteed.

Calculated quantities

```
random model (dimensionless), g = 0.015; relative errors vs complex step:
  four-term vertex identity 3.0e-16; one loop vs fixed-I derivative 3.5e-16
  summed loop series 6.1e-16 (14 loops)
  dSigma: L(I_t,dG)+L(C,G) 2.0e-16; multiloop 2.0e-16; L(Gam,S) only 1.14e-04
exponents in g from g = 0.008, 0.004:
  Berezin - PA: vertex 4.01, self-energy 4.99
  tb 3.99; tb - L(Gam_Berezin - Gam_PA, S) 4.97; S-only error 3.00
  l-loop term, l=1..4: 1.99 2.98 3.97 4.95
  truncation error, l=1..4: 2.98 3.99 4.96 5.94
Anderson box: Delta = 0.01 Ha, U = 0.015 Ha, T = 0.002 Ha, pi T = 0.006283 Ha
  |G0(pi T)| = 61.413, |G0(3 pi T)| = 34.663 1/Ha; U T sum|G0|^2 = 0.2984
PA: U_eff = 0.0213604 Ha = 0.58125 eV; Im Sigma = -6.81309e-04 Ha = -1.85393e-02 eV
  channel parts a,p,t of U_eff: 0.0053859 0.0009751 -0.0000005 Ha
Berezin (box model): U_eff = 0.0215787 Ha; Im Sigma = -6.84818e-04 Ha
dU_eff/ds at s=1, frequency regulator, by loop order (Ha):
  l=1..3: 4.2659e-02 6.9561e-03 -1.0547e-03
  l=4..6: -2.2730e-03 -1.4286e-03 -4.4939e-04
  sum of 28 loops 4.445591e-02; finite difference 4.445591e-02
integrated flow: U_eff (Ha), Im Sigma (Ha), |Gam-Gam_PA|/|Gam_PA-Gam0|
  uniform   l=1       0.0216083 -6.66220e-04 8.00e-02
  uniform   l=2       0.0217412 -6.99650e-04 2.51e-02
  uniform   l=3       0.0215470 -6.86865e-04 1.41e-02
  uniform   l=4       0.0214284 -6.84382e-04 5.99e-03
  uniform   converged 0.0213604 -6.81308e-04 3.97e-07
  frequency l=1       0.0211842 -6.62097e-04 7.30e-02
  frequency l=2       0.0215939 -6.86281e-04 1.84e-02
  frequency l=3       0.0215166 -6.86600e-04 1.21e-02
  frequency l=4       0.0214177 -6.83856e-04 5.25e-03
  frequency converged 0.0213601 -6.81294e-04 1.76e-05
regulator spread (same norm): one loop 2.96e-02, converged 1.7e-05
third order, part of U_eff: all nested -9.22950e-04 Ha; p inside a -4.69982e-04 Ha
  uniform: one-loop weight, p inside a 0.50000; all nested 0.50000
  uniform: missing part -4.61475e-04 Ha; flows at U=+-0.001 Ha scaled -4.61014e-04 Ha
  frequency: one-loop weight, p inside a 0.70215; all nested 0.88009
  frequency: missing part -1.10667e-04 Ha; flows at U=+-0.001 Ha scaled -1.10125e-04 Ha
```
